# Probe-Averaged Surface Temperature for Coaxial Gaussian Pump and Probe Beams: verification in Python

```python
"""Probe-averaged surface temperature for coaxial Gaussian pump and probe.

Result under test:
  dT = A/(2 pi) * integral_0^inf G(k) exp(-k^2 (w0^2 + w1^2)/8) k dk
A: absorbed power amplitude; w0, w1: 1/e^2 intensity radii of pump and probe;
k: angular wavenumber; G(k): surface temperature per unit flux; time factor
exp(+i omega t). Units: eV and angstrom with hbar = k_B = 1, so temperature,
frequency are in eV, power in eV^2, conductivity in eV/angstrom,
heat capacity per volume in angstrom^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from scipy.special import j0, wofz

# Round model parameters
power = 4.0
w_pump, w_probe = 50000.0, 30000.0
omega = 4.0e-9
kappa, heat_cap = 0.5, 0.12
film_kappa, film_cap, film_h = 0.8, 0.18, 1000.0
interface_g = 5.0e-5
offset = 20000.0
sum_sq = w_pump**2 + w_probe**2
ev_to_kelvin = const.e / const.k


def gauss(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def q_half(freq):
    return np.sqrt(1j * freq * heat_cap / kappa)


def response_half(k, freq):
    return 1 / (kappa * np.sqrt(k**2 + 1j * freq * heat_cap / kappa))


def response_film(k, freq):
    load = 1 / interface_g + response_half(k, freq)
    qf = np.sqrt(k**2 + 1j * freq * film_cap / film_kappa)
    own = 1 / (film_kappa * qf)
    t = np.tanh(qf * film_h)
    return own * (load + own * t) / (own + load * t)


def hankel_average(response, freq, radii_sq, shift=0.0):
    k, w = gauss(400, 18 / np.sqrt(radii_sq))
    kernel = np.exp(-k**2 * radii_sq / 8) * j0(k * shift) * k
    return power / (2 * np.pi) * np.sum(w * response(k, freq) * kernel)


def closed_form(freq, radii_sq, a=power, cond=kappa, cap=heat_cap):
    q = np.sqrt(1j * freq * cap / cond)
    zeta = q * np.sqrt(radii_sq / 8)
    # wofz(i z) equals exp(z^2) erfc(z)
    return a / (np.sqrt(2 * np.pi * radii_sq) * cond) * wofz(1j * zeta)


def real_space_temperature(r, w0, q, rho_max):
    """Superpose point-source solutions exp(-q rho)/(2 pi kappa rho)."""
    rho, w_rho = gauss(200, rho_max)
    phi = 2 * np.pi * np.arange(200) / 200
    base = rho[:, None]**2 + 2 * r * rho[:, None] * np.cos(phi) + r**2
    flux = 2 * power / (np.pi * w0**2) * np.exp(-2 * base / w0**2)
    ring = flux.sum(axis=1) * 2 * np.pi / 200
    return np.sum(w_rho * np.exp(-q * rho) * ring) / (2 * np.pi * kappa)


def real_space_average(w0, w1, q, shift=0.0):
    r_max = 3.5 * w1 + shift
    r, w_r = gauss(80, r_max)
    temp = np.array([real_space_temperature(x, w0, q, r_max + 3.5 * w0)
                     for x in r])
    phi = 2 * np.pi * np.arange(200) / 200
    dist_sq = (r[:, None]**2 + shift**2
               - 2 * r[:, None] * shift * np.cos(phi))
    probe = 2 / (np.pi * w1**2) * np.exp(-2 * dist_sq / w1**2)
    return np.sum(w_r * r * temp * probe.sum(axis=1) * 2 * np.pi / 200)


def chain(cond):
    main = np.zeros(len(cond) + 1)
    main[:-1] += cond
    main[1:] += cond
    return diags([main, -cond, -cond], [0, 1, -1])


def finite_volume_average(top_kappa, top_cap, contact_resistance):
    """Solve the axisymmetric heat equation on a graded grid."""
    size, n_film = 6.0e5, 8
    r = size * np.sinh(3 * np.linspace(0, 1, 161)) / np.sinh(3)
    deep = size * np.sinh(6 * np.linspace(0, 1, 141)) / np.sinh(6)
    z = np.concatenate([np.linspace(0, film_h, n_film + 1),
                        film_h + deep[1:]])
    dz = np.diff(z)
    in_film = np.arange(len(dz)) < n_film
    cond = np.where(in_film, top_kappa, kappa)
    cap = np.where(in_film, top_cap, heat_cap)
    half = dz / (2 * cond)
    resist = half[:-1] + half[1:]
    resist[n_film - 1] += contact_resistance
    area = np.pi * np.diff(r**2)
    centre = 0.5 * (r[:-1] + r[1:])
    radial = 2 * np.pi * r[1:-1] / np.diff(centre)
    matrix = (kron(diags(area), chain(1 / resist))
              + kron(chain(radial), diags(cond * dz))
              + 1j * omega * kron(diags(area), diags(cap * dz)))
    ring_power = -power * np.diff(np.exp(-2 * r**2 / w_pump**2))
    source = np.zeros((len(area), len(dz)), complex)
    source[:, 0] = ring_power
    temp = spsolve(matrix.tocsc(), source.ravel(),
                   permc_spec="MMD_AT_PLUS_A").reshape(source.shape)
    surface = temp[:, 0] + ring_power / area * half[0]
    return np.sum(-np.diff(np.exp(-2 * r**2 / w_probe**2)) * surface)


def rel(a, b):
    return abs(a - b) / abs(b)


# Gaussian transforms for both radius conventions, by quadrature
transform_error = 0.0
for x in (0.5, 2.0, 4.0):
    by_e2 = quad(lambda r: 4 * r * np.exp(-2 * r**2) * j0(x * r), 0, 6)[0]
    by_e1 = quad(lambda r: 2 * r * np.exp(-r**2) * j0(x * r), 0, 8)[0]
    transform_error = max(transform_error,
                          abs(by_e2 - np.exp(-x**2 / 8)),
                          abs(by_e1 - np.exp(-x**2 / 4)))
assert transform_error < 1e-8

# Real-space averages against the Hankel integral
q = q_half(omega)
half_ac = hankel_average(response_half, omega, sum_sq)
half_dc = hankel_average(response_half, 0.0, sum_sq)
equal_radius = np.sqrt(sum_sq / 2)
pairs = [(w_pump, w_probe), (w_probe, w_pump),
         (equal_radius, equal_radius)]
direct = [real_space_average(a, b, q) for a, b in pairs]
real_error = max(rel(value, half_ac) for value in direct)
assert real_error < 1e-7
direct_dc = real_space_average(w_pump, w_probe, 0.0)
assert rel(direct_dc, half_dc) < 1e-7
shifted = hankel_average(response_half, omega, sum_sq, offset)
direct_shifted = real_space_average(w_pump, w_probe, q, offset)
assert rel(direct_shifted, shifted) < 1e-7

# Closed form, centre temperature and limiting laws
assert rel(closed_form(omega, sum_sq), half_ac) < 1e-8
steady = power / (np.sqrt(2 * np.pi * sum_sq) * kappa)
assert rel(steady, direct_dc) < 1e-7
centre_ac = closed_form(omega, w_pump**2)
direct_centre = real_space_temperature(0.0, w_pump, q, 3.5 * w_pump)
assert rel(direct_centre, centre_ac) < 1e-7


def planar_limit(freq):
    return 2 * power / (np.pi * sum_sq * kappa * q_half(freq))


high = 4.0e-5
assert rel(hankel_average(response_half, high, sum_sq),
           planar_limit(high)) < 1e-3

# Heat equation on a grid; tolerance reflects its discretization error
film_ac = hankel_average(response_film, omega, sum_sq)
grid_half = finite_volume_average(kappa, heat_cap, 0.0)
grid_film = finite_volume_average(film_kappa, film_cap, 1 / interface_g)
assert rel(grid_half, half_ac) < 2e-3
assert rel(grid_film, film_ac) < 2e-3

# The same half-space evaluated wholly in SI units
si_temp = closed_form(
    omega * const.e / const.hbar, sum_sq * const.angstrom**2,
    power * const.e**2 / const.hbar,
    kappa * const.e * const.k / (const.hbar * const.angstrom),
    heat_cap * const.k / const.angstrom**3)
assert rel(si_temp, half_ac * ev_to_kelvin) < 1e-10

misread = hankel_average(response_half, omega, 2 * sum_sq)
misread_dc = hankel_average(response_half, 0.0, 2 * sum_sq)


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


def show_complex(label, value):
    show(label + " amplitude", abs(value), "eV")
    show(label + " phase", np.degrees(np.angle(value)), "degree")


show("absorbed power amplitude", power, "eV^2")
show("pump radius w0", w_pump, "angstrom")
show("probe radius w1", w_probe, "angstrom")
show("root of summed squares W", np.sqrt(sum_sq), "angstrom")
show("modulation frequency omega", omega, "eV")
show("substrate conductivity", kappa, "eV/angstrom")
show("substrate heat capacity", heat_cap, "angstrom^-3")
show("substrate diffusivity", kappa / heat_cap, "eV angstrom^2")
show("thermal decay length 1/Re q", 1 / q.real, "angstrom")
show("modulus of zeta", abs(q) * np.sqrt(sum_sq / 8))
show("k where Gaussian factor is 1/e", np.sqrt(8 / sum_sq), "1/angstrom")
show("steady half-space average", steady, "eV")
show("steady half-space average", steady * ev_to_kelvin, "K")
show_complex("half-space average", half_ac)
show("half-space average amplitude", abs(half_ac) * ev_to_kelvin, "K")
show_complex("half-space centre", centre_ac)
show("beam offset", offset, "angstrom")
show_complex("half-space with offset", shifted)
show("misread radii, amplitude ratio", abs(misread / half_ac))
show("misread radii, steady ratio", abs(misread_dc / half_dc))
show("film conductivity", film_kappa, "eV/angstrom")
show("film heat capacity", film_cap, "angstrom^-3")
show("film thickness", film_h, "angstrom")
show("interface conductance", interface_g, "eV/angstrom^2")
show_complex("film-stack average", film_ac)
show("film-stack average amplitude", abs(film_ac) * ev_to_kelvin, "K")
print("half-space sweep: omega (eV), amplitude/steady,",
      "amplitude/planar limit, phase (degree)")
for freq in (4e-11, 4e-10, 4e-9, 4e-8, 4e-7):
    value = closed_form(freq, sum_sq)
    print(f"{freq:.0e} {abs(value) / steady:.4f}",
          f"{abs(value / planar_limit(freq)):.4f}",
          f"{np.degrees(np.angle(value)):.2f}")
show("largest Gaussian transform error", transform_error)
show("largest real-space relative difference", real_error)
show("offset real-space relative difference", rel(direct_shifted, shifted))
show("grid relative difference, half-space", rel(grid_half, half_ac))
show("grid relative difference, film stack", rel(grid_film, film_ac))
print("tests ok")
```

Printed output:

```
absorbed power amplitude: 4 eV^2
pump radius w0: 50000 angstrom
probe radius w1: 30000 angstrom
root of summed squares W: 58309.5 angstrom
modulation frequency omega: 4e-09 eV
substrate conductivity: 0.5 eV/angstrom
substrate heat capacity: 0.12 angstrom^-3
substrate diffusivity: 4.16667 eV angstrom^2
thermal decay length 1/Re q: 45643.5 angstrom
modulus of zeta: 0.638749
k where Gaussian factor is 1/e: 4.85071e-05 1/angstrom
steady half-space average: 5.47344e-05 eV
steady half-space average: 0.635167 K
half-space average amplitude: 3.34015e-05 eV
half-space average phase: -21.7865 degree
half-space average amplitude: 0.387608 K
half-space centre amplitude: 4.16555e-05 eV
half-space centre phase: -19.4756 degree
beam offset: 20000 angstrom
half-space with offset amplitude: 2.8158e-05 eV
half-space with offset phase: -23.6699 degree
misread radii, amplitude ratio: 0.587127
misread radii, steady ratio: 0.707107
film conductivity: 0.8 eV/angstrom
film heat capacity: 0.18 angstrom^-3
film thickness: 1000 angstrom
interface conductance: 5e-05 eV/angstrom^2
film-stack average amplitude: 4.42335e-05 eV
film-stack average phase: -16.9962 degree
film-stack average amplitude: 0.513309 K
half-space sweep: omega (eV), amplitude/steady, amplitude/planar limit, phase (degree)
4e-11 0.9503 0.1076 -2.84
4e-10 0.8516 0.3049 -8.42
4e-09 0.6102 0.6909 -21.79
4e-08 0.2717 0.9726 -38.76
4e-07 0.0883 0.9996 -44.30
largest Gaussian transform error: 8.88178e-16
largest real-space relative difference: 8.51235e-13
offset real-space relative difference: 5.78079e-14
grid relative difference, half-space: 6.18316e-05
grid relative difference, film stack: 0.000100168
tests ok
```
